# The Langmuir isotherm from a balance of adsorption and desorption rates

## What a proportional law gets wrong

Carbon monoxide at $10^{-6}$ Torr over a platinum surface at 550 K covers about 0.13 of the adsorption sites in the model below. Its round-number parameters serve for illustration and give a higher coverage than is expected on close-packed platinum, as the last section explains. If coverage were proportional to pressure, $10^{-4}$ Torr would put 13 molecules on each site, although a site holds one. The opposite shortcut, letting every molecule that lands on an empty site stay, fails too. Each site is struck about 0.28 times per second, so the surface would be nearly full after about ten seconds and would remain full. A lower pressure would only delay this. The first estimate forgets that filled sites stop adsorbing; the second forgets desorption. A usable law needs both.

## Stage 1: one site

Take a single site that is either empty or filled by one molecule. The gas pressure $p$ and the temperature $T$ are held constant. While the site is empty, it has a constant probability per time $a$ of being filled. While it is filled, the molecule has a constant probability per time $k_d$ of leaving. The molecule does not dissociate.

Let $P(t)$ be the probability that the site is filled. After a short time $dt$ it is filled either because it was filled and the molecule stayed, or because it was empty and a molecule arrived:

$$P(t+dt)=P(t)\,(1-k_d\,dt)+[1-P(t)]\,a\,dt .$$

Subtracting $P(t)$ and dividing by $dt$ gives

$$\frac{dP}{dt}=a(1-P)-k_dP .$$

In the steady state the left side is zero, so $a=(a+k_d)P$ and

$$P=\frac{a}{a+k_d}.$$

This can be checked by counting time. With constant escape probability the mean filled period is $1/k_d$, and the mean empty period is $1/a$. The fraction of time spent filled is

$$\frac{1/k_d}{1/a+1/k_d}=\frac{a}{a+k_d},$$

as before. If $a\ll k_d$ the site is nearly always empty, and if $a\gg k_d$ it is nearly always filled.

## Stage 2: many sites

Now take $M$ identical sites. Let $n_i$ be 1 if site $i$ is filled and 0 if it is empty. The coverage is the mean filled fraction,

$$\theta=\frac1M\sum_{i=1}^{M}\langle n_i\rangle .$$

It is counted per adsorption site, not per metal atom.

Suppose that $a$ and $k_d$ are the same for every site and do not depend on which other sites are filled. This is the assumption of no lateral interactions. Each site then obeys the equation of stage 1,

$$\frac{d\langle n_i\rangle}{dt}=a(1-\langle n_i\rangle)-k_d\langle n_i\rangle ,$$

and averaging over the sites gives

$$\frac{d\theta}{dt}=a(1-\theta)-k_d\theta .$$

No product such as $\langle n_in_j\rangle$ appears, so the factor $1-\theta$ does not rest on an assumption of random mixing. It is simply the mean number of empty sites per site, and the equation holds for six sites as well as for $10^{19}$.

The filling rate is proportional to pressure, as stage 3 shows, so write $a=k_ap$. Setting $d\theta/dt=0$ gives the balance

$$k_ap\,(1-\theta)=k_d\,\theta .$$

Divide by $k_d(1-\theta)$ and define $K=k_a/k_d$:

$$\frac{\theta}{1-\theta}=Kp .$$

Multiplying out, $\theta=Kp-Kp\,\theta$, hence $\theta(1+Kp)=Kp$ and

$$\boxed{\theta=\frac{Kp}{1+Kp}}$$

This is the Langmuir isotherm. For $Kp\ll1$ it becomes $\theta\approx Kp$: few sites are blocked, and the proportional law is recovered. For $Kp\gg1$ the empty fraction is $1-\theta=1/(1+Kp)\approx1/(Kp)$, so the surface fills but never overfills. At $p=1/K$ the coverage is one half.

Equality of the two total rates does not by itself produce this form. If the rate coefficients varied with coverage, the balance would read

$$\frac{\theta}{1-\theta}=p\,\frac{k_a(\theta)}{k_d(\theta)} .$$

The isotherm is Langmuir's when the ratio $k_a/k_d$ is independent of $\theta$. Constant $k_a$ and $k_d$ guarantee this, and they also fix the time dependence found in stage 4.

## Stage 3: the constant K from the gas and the bond

To find $k_a$, count the molecules that strike the surface. Let $v$ be the velocity component towards the surface, $m$ the molecular mass, $n$ the number density of the gas and $k_B$ Boltzmann's constant. The Maxwell distribution of this one component is

$$f(v)=\sqrt{\frac{m}{2\pi k_BT}}\;e^{-mv^2/2k_BT}.$$

Molecules with velocity $v>0$ arrive at the rate $n\,v f(v)\,dv$ per area. Since $\int_0^\infty v\,e^{-mv^2/2k_BT}dv=k_BT/m$, the total flux is

$$\Phi=n\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}=n\sqrt{\frac{k_BT}{2\pi m}} .$$

The ideal-gas law $n=p/k_BT$ turns this into

$$\Phi=\frac{p}{\sqrt{2\pi mk_BT}} .$$

With $N_s$ sites per area, each site receives $\Phi/N_s$ molecules per time. A molecule striking an empty site sticks with probability $s_0$; one striking a filled site returns to the gas. Therefore

$$k_ap=\frac{s_0\Phi}{N_s},\qquad k_a=\frac{s_0}{N_s\sqrt{2\pi mk_BT}} .$$

For desorption, use the first-order rate constant

$$k_d=\nu\,e^{-E/k_BT},$$

where $\nu$ is a frequency prefactor and $E>0$ is the desorption energy. Dividing $k_a$ by $k_d$ reverses the sign of the exponent:

$$K=\frac{s_0}{N_s\,\nu\sqrt{2\pi mk_BT}}\;e^{E/k_BT}.$$

Strong binding makes $K$ large because molecules stay longer. To see the effect of temperature, keep $s_0$, $\nu$ and $E$ fixed and differentiate the logarithm:

$$\frac{d\ln K}{dT}=-\frac{E}{k_BT^2}-\frac1{2T}=-\frac{E+\tfrac12k_BT}{k_BT^2}.$$

Heating lowers $K$, mainly through faster desorption. The small second term comes from the impingement flux at fixed pressure.

**Numbers.** Take the rough values $E=1.4$ eV, $\nu=10^{13}$ s$^{-1}$, $s_0=0.8$ and $N_s=10^{19}$ m$^{-2}$, with gas and surface both at 550 K and $p=10^{-6}$ Torr. The flux of carbon monoxide is $2.83\times10^{18}$ m$^{-2}$ s$^{-1}$, so

$$k_ap=\frac{0.8\times2.83\times10^{18}}{10^{19}}\ \mathrm{s^{-1}}=0.226\ \mathrm{s^{-1}} .$$

The thermal energy is 0.0474 eV and $E/k_BT=29.54$, which gives

$$k_d=10^{13}\,e^{-29.54}\ \mathrm{s^{-1}}=1.48\ \mathrm{s^{-1}} .$$

Hence

$$Kp=\frac{0.2264}{1.4841}=0.153,\qquad \theta=\frac{0.1526}{1.1526}=0.132 .$$

The constant itself is $K=1.53\times10^5$ Torr$^{-1}$, or $1.14\times10^3$ Pa$^{-1}$. Half coverage requires $6.6\times10^{-6}$ Torr, or $8.7\times10^{-4}$ Pa. At balance, adsorption and desorption each proceed at 0.196 molecules per site per second. The steady coverage is thus a continuing exchange with the gas.

At the same pressure the model gives $\theta=0.75$ at 500 K and 0.012 at 600 K. The derivative above explains the steepness: at 550 K, $K$ falls by about 5.5 % per kelvin.

## Stage 4: the approach to balance

The rate equation can be written as

$$\frac{d\theta}{dt}=k_ap-(k_ap+k_d)\theta .$$

Let $\theta_{\rm eq}=k_ap/(k_ap+k_d)$ be the steady coverage and define $1/\tau=k_ap+k_d$. Then $k_ap=\theta_{\rm eq}/\tau$, and

$$\frac{d(\theta-\theta_{\rm eq})}{dt}=-\frac{\theta-\theta_{\rm eq}}{\tau} .$$

Starting from coverage $\theta_0$, the solution is

$$\theta(t)=\theta_{\rm eq}+(\theta_0-\theta_{\rm eq})\,e^{-t/\tau}.$$

Every starting coverage leads to the same steady state. With the gas removed, $k_ap=0$ and $\theta=\theta_0e^{-k_dt}$, the decay expected of first-order desorption. With desorption frozen out, $k_d=0$ and a clean surface fills as $1-e^{-k_apt}$.

In the example, $1/\tau=0.2264+1.4841=1.7105$ s$^{-1}$, so $\tau=0.58$ s. A clean surface reaches $\theta=0.084$ after one $\tau$. This is quicker than the mean wait of $1/0.2264=4.4$ s for an empty site to be filled, because only a small coverage has to build up before desorption balances adsorption.

The coverage equation was tested on a ring of six sites by solving for the probabilities of all 64 arrangements of molecules. The steady coverages at 500, 550 and 600 K, each at $10^{-7}$, $10^{-6}$, $10^{-5}$ and $10^{-4}$ Torr, agreed with the isotherm to within $10^{-7}$ in $\theta$. So did the time dependence in the main example, starting from an empty and from a full ring, at $0.3\tau$, $\tau$ and $4\tau$.

## Stage 5: let neighbours repel

Now relax the assumption of no lateral interactions. In a mean-field description, repulsion lowers the desorption energy in proportion to the average coverage, from $E$ to $E-w\theta$. Keep the adsorption coefficient unchanged. The desorption coefficient becomes $k_d\,e^{w\theta/k_BT}$, and the balance gives

$$\frac{\theta}{1-\theta}=Kp\,e^{-w\theta/k_BT}.$$

For $w=0$ the Langmuir form returns. For $w>0$ the right side is smaller than $Kp$, so the coverage is lower. Take $w=0.2$ eV as a rough size. At 550 K this model gives:

| $p$ (Torr) | $\theta$, Langmuir | $\theta$, repulsion |
|---|---|---|
| $10^{-7}$ | 0.015 | 0.014 |
| $10^{-6}$ | 0.13 | 0.09 |
| $10^{-5}$ | 0.60 | 0.30 |
| $10^{-4}$ | 0.94 | 0.57 |

At low coverage the size of the correction follows by expanding the exponential:

$$\theta\approx Kp\left[1-\theta-\frac{w}{k_BT}\theta\right].$$

The first correction is site blocking, which Langmuir's law contains; the second is repulsion, which it omits. Here $w/k_BT=0.2/0.0474=4.2$, so the omitted term is about four times the retained one.

Mean field replaces the actual neighbours by an average. The six-site ring keeps them. Let each neighbouring pair cost an energy $bk_BT=0.10$ eV, so that a molecule with both neighbours present loses the same 0.2 eV. A molecule with $q$ filled neighbours then desorbs at the rate $k_d\,e^{bq}$. Give an arrangement of $N$ molecules and $B$ neighbouring pairs the weight $(Kp)^Ne^{-bB}$. Adding a molecule beside $q$ others multiplies the weight by $Kp\,e^{-bq}$, which is the ratio of its filling rate to its desorption rate. Each such step is therefore balanced by its reverse, and these weights describe the steady state. For any site it follows that

$$\theta=Kp\,\langle(1-n_i)e^{-bq}\rangle .$$

At low coverage each of the two neighbours is filled with probability close to $\theta$, and a filled neighbour changes the factor from 1 to $e^{-b}$. To first order in $\theta$ inside the bracket,

$$\theta\approx Kp\,[1-\theta-2(1-e^{-b})\theta].$$

Mean field has $w/k_BT=2b$ in place of $2(1-e^{-b})$. For $b=0.10/0.0474=2.1$ these are 4.2 and 1.8, so mean field overstates the repulsion at low coverage. The full ring calculation gives $\theta=0.109$ in the main example, between the mean-field value of 0.093 and the Langmuir value of 0.132. A real surface has more neighbours per site than a ring, so neither corrected value is a prediction for platinum.

## Stage 6: let the sites differ

Return to independent molecules, but let a fraction $f$ of the sites bind more strongly. Each kind of site has its own balance, with constants $K_1$ and $K_2$, and the coverages add:

$$\theta=(1-f)\frac{K_1p}{1+K_1p}+f\frac{K_2p}{1+K_2p}.$$

For $f=0$, $f=1$ or $K_1=K_2$ this reduces to one Langmuir term. Otherwise it does not, and data can reveal the difference. For a single kind of independent site, the balance rearranges to

$$\frac{\theta}{p(1-\theta)}=K,$$

the same number at every pressure if the temperature is fixed.

Suppose that 5 % of the sites lie at atomic steps and bind 0.2 eV more strongly, with all other parameters unchanged. Then $K_2/K_1=e^{0.2/0.0474}=e^{4.22}\approx68$. At $10^{-6}$ Torr the total coverage rises from 0.132 to 0.171. The quotient above is $4.1\times10^5$ Torr$^{-1}$ at $10^{-7}$ Torr but $1.7\times10^5$ Torr$^{-1}$ at $10^{-5}$ Torr. At low pressure the few strong sites hold much of the adsorbate; at high pressure they are full, and the ordinary sites determine the remaining vacancies.

A constant quotient supports the Langmuir form over the measured range. It does not prove each assumption separately, since the form needs only a constant ratio $k_a/k_d$.

## The model beside a real surface

Carbon monoxide adsorbs on platinum without dissociating under many conditions, and a desorption energy near 1.4 eV is a rough typical value at low coverage. The site density of $10^{19}$ m$^{-2}$ is somewhat below the density of surface atoms on a close-packed platinum face, roughly $1.5\times10^{19}$ m$^{-2}$. The real adsorbate breaks the assumption of no lateral interactions. With the rough repulsion used here, the mean-field coverage at $10^{-6}$ Torr is about 30 % below the Langmuir value, and at $10^{-5}$ Torr it is half of it. Working at lower pressure weakens the repulsion but increases the relative effect of strongly binding steps: at $10^{-7}$ Torr the assumed steps raise the coverage from 0.015 to about 0.040. The adsorption rate can depart from the model too: a molecule that strikes a filled site may reach an empty one nearby before it leaves, so the sticking need not fall as $1-\theta$. If gas and surface share one temperature, this path is balanced by its reverse. For otherwise independent molecules it then alters the rates but not the steady coverage.

A cold-walled chamber also breaks the assumption of a common temperature. If the gas is at 300 K while the surface stays at 550 K, and $p$ and $s_0$ are unchanged, the flux rises by $\sqrt{550/300}=1.35$. The coverage becomes 0.171. The rates still balance, but this is a steady state with two temperatures, and $k_a/k_d$ is no longer an equilibrium constant.

Uncertain parameters matter as much as these omissions. Changing $E$ by 0.05 eV multiplies or divides $K$ by $e^{0.05/0.0474}\approx2.9$, which moves the coverage between 0.05 and 0.30. With $E$ fixed, a prefactor ten times larger lowers it to 0.015, and one ten times smaller raises it to 0.60. For a molecule that moves and rotates freely in the gas but not on the surface, the prefactor can exceed $10^{13}$ s$^{-1}$ by more than a factor of a hundred, so $E$ and $\nu$ should be taken as a pair from the same measurement. The values used here are not such a pair: for carbon monoxide on close-packed platinum, an energy near 1.4 eV goes with a prefactor well above $10^{13}$ s$^{-1}$, of the order of $10^{15}$ s$^{-1}$. With $\nu=10^{15}$ s$^{-1}$, $Kp$ is a hundred times smaller and the coverage in the main example is only 0.0015. The calculated 0.132 therefore illustrates the law for the chosen values; it is not a prediction for a real platinum surface. The numerical output below gives the values to more digits so that the arithmetic can be followed.

## Numbers as computed

```
INPUTS (rough values, CO on platinum)
molecular mass = 28.01 u = 4.6512e-26 kg
site density = 1.0e+19 m^-2
sticking probability on empty site = 0.80
desorption prefactor = 1.0e+13 s^-1
desorption energy = 1.40 eV
temperature = 550 K, pressure = 1.0e-06 Torr
MAIN EXAMPLE
thermal energy kB T = 0.04740 eV
E/(kB T) = 29.539
pressure in SI = 1.3332e-04 Pa
impingement flux = 2.8301e+18 m^-2 s^-1
impacts per site = 0.2830 s^-1
filling rate of an empty site k_a p = 0.2264 s^-1
desorption constant k_d = 1.4841 s^-1
K = 1.5255e+05 Torr^-1 = 1.1443e+03 Pa^-1
K p = 0.1526
coverage theta = 0.1324
half-coverage pressure = 6.5550e-06 Torr = 8.7393e-04 Pa
adsorption rate per site at balance = 0.1964 s^-1
desorption rate per site at balance = 0.1964 s^-1
response time tau = 0.5846 s
coverage after one tau from empty = 0.0837
COVERAGE AT 550 K: Langmuir | mean-field repulsion
p = 1e-07 Torr: 0.0150 | 0.0142
p = 1e-06 Torr: 0.1324 | 0.0933
p = 1e-05 Torr: 0.6040 | 0.3004
p = 1e-04 Torr: 0.9385 | 0.5745
LANGMUIR COVERAGE AT 1e-06 Torr
T = 500 K: 0.7542
T = 550 K: 0.1324
T = 600 K: 0.0123
NEGLECTED EFFECTS, main example (coverage)
repulsion 0.20 eV at full coverage, mean field: 0.0933
same repulsion, ring of 6 sites, 0.10 eV per pair: 0.1088
gas at 300 K, surface at 550 K: 0.1712
5 % step sites bound 0.20 eV more strongly: 0.1713
theta/[p(1-theta)] with steps, 1e-7 Torr: 4.1382e+05 Torr^-1
theta/[p(1-theta)] with steps, 1e-5 Torr: 1.6551e+05 Torr^-1
PARAMETER ERRORS, main example (coverage)
E lower by 0.05 eV: 0.0504
E higher by 0.05 eV: 0.3046
prefactor ten times larger: 0.0150
```
